\section*{How interstitial supersaturation controls dopant activation through clustering}

\section{What a fixed solubility misses}

Suppose that the active fraction of an implanted acceptor is predicted from its concentration and the annealing temperature alone. In the model computed below, with $2\times10^{19}\,\mathrm{cm^{-3}}$ acceptors at 1100 K, this prediction would be 93\% if the interstitials had their equilibrium concentration. Implantation leaves excess interstitials. At a thousand times the equilibrium concentration, with the same dopant and temperature, the active fraction is 41\%. The missing variable is the interstitial supersaturation.

Adding it with the wrong exponent is also costly. For clusters of three acceptors and one interstitial, mass action without charge suggests that, once nearly all acceptors are clustered, the active concentration falls as the power $-1/3$ of the supersaturation. A tenfold rise would then multiply it by $10^{-1/3}=0.46$. Between supersaturations of $10^5$ and $10^6$ the model gives a factor 0.69. Most of the difference comes from the holes that the acceptors themselves supply; a small part arises because some acceptors are still unclustered.

I use concentrations per unit volume. $C_A$ is the concentration of isolated substitutional acceptors, which are ionized and count as active. $C_T$ is the total acceptor concentration, and $C_{nm}$ that of clusters with $n$ dopants and $m$ interstitials. Here $m$ is the number of atoms in excess of the lattice sites in the cluster. The clusters are neutral and inactive. The supersaturation is
\begin{equation}
S=\frac{C_I}{C_I^*},
\end{equation}
where $C_I$ refers to the neutral interstitial and the star marks equilibrium with the perfect crystal and its surface.

\section{Simplest case: one dopant and one interstitial}

First ignore the charge of the dopant. Place $X$ objects of one kind in a unit volume with $N$ possible sites and $\theta$ configurations per site. The number of arrangements is
\begin{equation}
W=\theta^X\frac{N!}{X!\,(N-X)!}.
\end{equation}
For $X\ll N$, $\ln[N!/(N-X)!]\approx X\ln N$, with an error of only about $X/2N$ per object, and Stirling's formula gives $\ln X!\approx X\ln X-X$. If each object costs a free energy $f$ apart from this counting, then
\begin{align}
F&=Xf-kT\ln W\nonumber\\
&\approx Xf+kTX\left[\ln\frac{X}{\theta N}-1\right],\\
\mu&=\frac{\partial F}{\partial X}=f+kT\ln\frac{X}{\theta N}.
\label{mu}
\end{align}
The $-1$ in the bracket is cancelled by the derivative of $X\ln X$.

For interstitials, measure $f_I$ from a host atom in the crystal. Equilibrium with the crystal then means $\mu_I=0$. With $N_I$ interstitial sites per volume, one configuration each,
\begin{equation}
C_I^*=N_Ie^{-f_I/kT},\qquad
C_I=N_Ie^{(\mu_I-f_I)/kT}.
\end{equation}
Their ratio gives
\begin{equation}
\mu_I=kT\ln S.
\label{muI}
\end{equation}
Supersaturation is therefore a chemical driving force: each interstitial put into a cluster lowers the free energy of its surroundings by $kT\ln S$.

Now let one dopant and one interstitial form a pair. At equilibrium, one more reaction leaves the free energy unchanged, so $\mu_{11}=\mu_A+\mu_I$. With $G_{11}=f_{11}-f_A$ and one configuration for an isolated dopant on each of the $N$ lattice sites, Eq.~(\ref{mu}) gives
\begin{align}
G_{11}+kT\ln\frac{C_{11}}{\theta N}&=kT\ln\frac{C_A}{N}+kT\ln S,\\
C_{11}&=\theta e^{-G_{11}/kT}S\,C_A.
\end{align}
Since $C_T=C_A+C_{11}$,
\begin{equation}
C_A=\frac{C_T}{1+\theta Se^{-G_{11}/kT}}.
\end{equation}
For small $\theta Se^{-G_{11}/kT}$ nearly all dopants are active. In the opposite limit $C_A\propto S^{-1}$. The active fraction does not depend on $C_T$, because forming a pair does not require two dopants to meet.

\section{Several dopants in one cluster}

The same argument for $n$ dopants and $m$ interstitials requires
\begin{equation}
\mu_{nm}=n\mu_A+m\mu_I.
\end{equation}
Set $G_{nm}=f_{nm}-nf_A$, with the $m$ host atoms counted from the crystal. Then
\begin{align}
G_{nm}+kT\ln\frac{C_{nm}}{\theta N}
&=nkT\ln\frac{C_A}{N}+mkT\ln S,\\
C_{nm}&=\theta N\left(\frac{C_A}{N}\right)^nS^me^{-G_{nm}/kT}.
\label{uncharged}
\end{align}
The power $n$ counts the dopants that must be brought together, and the power $m$ counts the interstitials taken from the reservoir.

Equation~(\ref{uncharged}) rests on dilute counting. It was tested against an explicit sum over all possible cluster numbers in a finite closed system, in which the free interstitials were counted as well. The mean cluster number agrees with mass action to about $2\times10^{-4}$, relative to the mass-action value, for both $(n,m)=(3,1)$ and $(2,2)$.

If one kind of cluster holds nearly all dopants, then $nC_{nm}\approx C_T$. Solving Eq.~(\ref{uncharged}) for $C_A$ gives
\begin{equation}
C_A\approx\left[\frac{C_TN^{n-1}e^{G_{nm}/kT}}{n\theta S^m}\right]^{1/n}
\propto S^{-m/n}.
\label{fixedp}
\end{equation}
For $n=m=1$ this is the strongly paired limit found before. The exponent is a ratio because the interstitials drive clustering with power $m$, while the depletion of isolated dopants opposes it with power $n$.

\section{The dopants are charged}

An isolated acceptor is negative, but the cluster is neutral. Charge conservation adds electrons to the reaction:
\begin{equation}
nA^-+mI^0\rightleftharpoons(A_nI_m)^0+ne^-.
\end{equation}
The released electrons have chemical potential $E_F$, the Fermi level, so
\begin{equation}
n\mu_A+m\mu_I=\mu_{nm}+nE_F.
\end{equation}
Let $E_i$ be the Fermi level at which the hole concentration $p$ equals the intrinsic concentration $n_i$. For Boltzmann carriers,
\begin{equation}
p=n_ie^{-(E_F-E_i)/kT}.
\end{equation}
I now define $G_{nm}=f_{nm}-nf_A+nE_i$, the reaction free energy at $p=n_i$, with $f_A$ belonging to the ionized acceptor. The remaining electron term is $n(E_F-E_i)$, and
\begin{equation}
e^{-n(E_F-E_i)/kT}=\left(\frac{p}{n_i}\right)^n.
\end{equation}
Hence
\begin{equation}
C_{nm}=\theta N\left(\frac{C_A}{N}\right)^n
\left(\frac{p}{n_i}\right)^nS^me^{-G_{nm}/kT}.
\label{law}
\end{equation}
Holes favour neutral clusters because each acceptor must lose its negative charge on entering one. At $p=n_i$ the uncharged law returns.

The hole concentration is not free when these acceptors are the only dopants. With charged native defects neglected, neutrality and $pn_e=n_i^2$, where $n_e$ is the electron concentration, give
\begin{align}
p-\frac{n_i^2}{p}&=C_A,\label{neutral}\\
p^2-C_Ap-n_i^2&=0,\\
p&=\frac{C_A}{2}+\sqrt{\frac{C_A^2}{4}+n_i^2}.
\end{align}
The positive root is needed because $p>0$. To see how $p$ responds to $C_A$, differentiate the quadratic equation:
\begin{align}
(2p-C_A)\,dp&=p\,dC_A,\\
g\equiv\frac{d\ln p}{d\ln C_A}&=\frac{C_A}{2p-C_A}
=\frac{C_A}{\sqrt{C_A^2+4n_i^2}}.
\end{align}
For $C_A\ll n_i$, $g$ tends to zero: the dopants hardly change $p$. For $C_A\gg n_i$, $g$ tends to one and $p\approx C_A$. A cluster then responds to isolated dopants as if it contained $2n$ of them.

\section{The active concentration and its sensitivity}

Dopant conservation, with any finite set of cluster types, reads
\begin{equation}
C_T=C_A+\sum_{n,m}nC_{nm}(C_A,S).
\label{conserve}
\end{equation}
At fixed $S$ the right side rises continuously and strictly from zero with $C_A$, because $p$ also rises. At $C_A=C_T$ it is at least $C_T$. There is therefore one and only one solution.

Now change $S$ at fixed $C_T$ and temperature. The logarithm of Eq.~(\ref{law}) gives
\begin{align}
d\ln C_{nm}&=n\,d\ln C_A+n\,d\ln p+m\,d\ln S\nonumber\\
&=n(1+g)\,d\ln C_A+m\,d\ln S.
\label{dC}
\end{align}
Since $dC=C\,d\ln C$, differentiating Eq.~(\ref{conserve}) gives
\begin{align}
0&=C_A\,d\ln C_A+\sum nC_{nm}\,d\ln C_{nm}\nonumber\\
&=\left[C_A+\sum n^2(1+g)C_{nm}\right]d\ln C_A\nonumber\\
&\quad+\left[\sum nmC_{nm}\right]d\ln S.
\end{align}
The local exponent is therefore
\begin{equation}
s\equiv\frac{d\ln C_A}{d\ln S}
=-\frac{\sum nmC_{nm}}{C_A+\sum n^2(1+g)C_{nm}}.
\label{slope}
\end{equation}
If every $m\geq0$ and at least one $m>0$, activation falls as $S$ rises. Clusters with $m=0$ add only to the denominator: they act as a buffer that returns dopants when $C_A$ falls.

The hole factor and the sensitivity were tested together by minimizing the free energy of dopants, clusters and carriers, without using Eq.~(\ref{law}). In a case with two cluster types, minimization and mass action both give $C_A=1.82082\times10^{18}\,\mathrm{cm^{-3}}$, and both give $s=-0.2985$.

\section{Limits for one cluster type}

For a single type, divide the numerator and denominator of Eq.~(\ref{slope}) by $nC_{nm}$:
\begin{equation}
s=-\frac{m}{n(1+g)+C_A/(nC_{nm})}.
\label{single}
\end{equation}
The last term in the denominator is the ratio of active to clustered dopants. When it is large, $s$ is close to zero. When it is negligible, two power laws remain:
\begin{equation}
s\to
\begin{cases}
-m/n, & C_A\ll n_i,\\
-m/(2n), & C_A\gg n_i.
\end{cases}
\end{equation}
The first also holds if a background of unclustered acceptors much larger than $C_A$ fixes $p$, since then $p$ does not follow $C_A$. Donors that partly compensate the acceptors do not fix $p$; they make it more sensitive to $C_A$ and weaken the response to $S$. For the $(3,1)$ cluster, artificial values chosen to force each limit give $-0.33332$ at $p=n_i$ ($n_i=10^{24}\,\mathrm{cm^{-3}}$, $S=10^{18}$) and $-0.16664$ for $C_A\gg n_i$ ($n_i=10^{12}\,\mathrm{cm^{-3}}$, $S=10^3$), close to $-1/3$ and $-1/6$; the other parameters are those of the next section.

The prefactor in the second case follows from $p\approx C_A$ and $nC_{nm}\approx C_T$:
\begin{align}
C_T&\approx n\theta N\frac{C_A^{2n}}{N^nn_i^n}S^me^{-G_{nm}/kT},\\
C_A&\approx\left[\frac{C_TN^{n-1}n_i^ne^{G_{nm}/kT}}{n\theta S^m}\right]^{1/2n}.
\label{selfdoped}
\end{align}
This law needs $n_i\ll C_A\ll C_T$. It is an intermediate regime: as $S$ grows further, $C_A$ eventually drops below $n_i$ and the exponent moves towards $-m/n$.

The midpoint of deactivation is at $C_A=C_T/2$. Half the dopants are then clustered, so for $m>0$
\begin{equation}
S_{1/2}=\left[\frac{(C_T/2)\,e^{G_{nm}/kT}}
{n\theta N(C_T/2N)^n(p_{1/2}/n_i)^n}\right]^{1/m},
\label{half}
\end{equation}
where $p_{1/2}$ is the hole concentration at $C_A=C_T/2$.

\section{Numbers for the (3,1) cluster}

Take an unnamed semiconductor with round model parameters: $T=1100$ K, $N=5\times10^{22}$, $n_i=3\times10^{17}$ and $C_T=2\times10^{19}$, all three in $\mathrm{cm^{-3}}$, with $\theta=4$ and $G_{31}=0.15$ eV. At this temperature $kT=0.09479$ eV and $e^{-G_{31}/kT}=0.20547$. These numbers do not describe silicon: its site density is similar, but its $n_i$ at 1100 K is about $2.5\times10^{18}\,\mathrm{cm^{-3}}$. With that $n_i$, and $G_{31}=-0.43$ eV chosen to keep 41\% active at $S=1000$, the factor between $S=10^5$ and $10^6$ is 0.61 instead of 0.69 and the exponent at $S=10^6$ is $-0.23$, because $C_A$ is then no longer far above $n_i$.

At $S=1000$ the solution of Eq.~(\ref{conserve}) is $C_A=8.270\times10^{18}\,\mathrm{cm^{-3}}$, with $p=8.281\times10^{18}\,\mathrm{cm^{-3}}$. The factors in Eq.~(\ref{law}) give
\begin{align}
C_{31}&=4(5\times10^{22})(4.5245\times10^{-12})\nonumber\\
&\quad\times(2.1029\times10^4)(10^3)(0.20547)\,\mathrm{cm^{-3}}\nonumber\\
&=3.910\times10^{18}\,\mathrm{cm^{-3}}.
\end{align}
Three dopants per cluster account for $1.173\times10^{19}\,\mathrm{cm^{-3}}$, and adding $C_A$ restores $C_T$. The hole factor, $2.1\times10^4$, is larger than the factor $10^3$ from the interstitials, so leaving it out at the same $G_{31}$ would be a gross error here: 99.96\% of the dopants would come out active. The size of the factor depends on $n_i$, to which $G_{31}$ is referred; in the case with $n_i=2.5\times10^{18}\,\mathrm{cm^{-3}}$ it is only 46.

With $g=0.99738$, the local exponent from Eq.~(\ref{slope}) is
\begin{equation}
s=-\frac{3(3.910)}{8.270+9(1.99738)(3.910)}=-0.149,
\end{equation}
where the common factor $10^{18}\,\mathrm{cm^{-3}}$ has cancelled. A tenfold rise in $S$ thus lowers activation by roughly 30\% of its previous value.

For half activation, Eq.~(\ref{neutral}) gives $p_{1/2}=1.0009\times10^{19}\,\mathrm{cm^{-3}}$, so $p_{1/2}/n_i=33.36$. Then
\begin{align}
S_{1/2}&=\frac{10^{19}}{3(4)(5\times10^{22})(2\times10^{-4})^3(33.36)^3(0.20547)}\nonumber\\
&\approx273.
\end{align}
The transition is gradual. The active fraction is 0.93 at $S=1$, 0.58 at $S=100$ and 0.14 at $S=10^6$.

At $S=10^6$ the self-doped law, Eq.~(\ref{selfdoped}), gives $2.86\times10^{18}\,\mathrm{cm^{-3}}$, while the full solution is $2.77\times10^{18}\,\mathrm{cm^{-3}}$. The estimate is 3\% high relative to the full solution. Most of this comes from setting the clustered amount equal to $C_T$: 14\% of the dopants are still active, and the sixth root turns this into a correction of about 2.5\%. The rest comes from $p$ being slightly larger than $C_A$.

\section{Competition between cluster types}

Now add a $(2,2)$ cluster with $G_{22}=1.30$ eV. Its higher cost suppresses it at $S=1$, where it holds a negligible $2\times10^{14}\,\mathrm{cm^{-3}}$ dopants. Its factor $S^2$ changes this:

\begin{center}
\begin{tabular}{ccccc}
$S$ & $C_A$ & $3C_{31}$ & $2C_{22}$ & $s$\\
\hline
$10^2$ & 11.4 & 8.22 & 0.338 & $-0.14$\\
$10^3$ & 7.47 & 6.38 & 6.15 & $-0.27$\\
$10^4$ & 3.02 & 0.286 & 16.7 & $-0.48$\\
$10^5$ & 0.950 & 0.0035 & 19.0 & $-0.53$\\
$10^6$ & 0.230 & 0.00004 & 19.8 & $-0.73$
\end{tabular}
\end{center}

Concentrations are in $10^{18}\,\mathrm{cm^{-3}}$. At $S=1000$ the two types hold nearly equal numbers of dopants. Beyond that the $(2,2)$ cluster dominates, and at $S=10^6$ the active concentration is about one twelfth of its value with the $(3,1)$ cluster alone.

The $(3,1)$ clusters dissolve although they too contain an interstitial. Equation~(\ref{dC}) shows why:
\begin{equation}
\frac{d\ln C_{nm}}{d\ln S}=m+n(1+g)s.
\end{equation}
At $S=10^5$, $C_A=0.950\times10^{18}\,\mathrm{cm^{-3}}$ gives $g=0.845$, and to three digits $s=-0.535$. For $(3,1)$ the derivative is then $1+3(1.845)(-0.535)\approx-2.0$. The loss of isolated dopants and holes outweighs the direct gain from $S$.

The exponent also shows both charge regimes. A dominant $(2,2)$ cluster would give $-1/2$ for $C_A\gg n_i$ and $-1$ for $C_A\ll n_i$. At $S=10^6$, $C_A$ has fallen slightly below $n_i$, and $s=-0.73$ lies between them.

\section{Which cluster wins at very large supersaturation}

Let all $m\geq0$, at least one $m>0$, and let $r$ be the largest value of $m/n$ in the set. As $S\to\infty$, $C_A$ must tend to zero. Otherwise a cluster with $m>0$ would eventually hold more than $C_T$. Hence $p\to n_i$. Write
\begin{equation}
C_A=yS^{-r},\qquad K_{nm}=\theta N^{1-n}e^{-G_{nm}/kT}.
\end{equation}
Conservation becomes
\begin{equation}
C_T=yS^{-r}+\sum nK_{nm}\left(\frac{p}{n_i}\right)^ny^nS^{m-nr}.
\end{equation}
No exponent $m-nr$ is positive, and it is zero for clusters with $m/n=r$. Their terms keep $y$ bounded. The active term and all terms with $m/n<r$ therefore vanish, and $y$ approaches the positive root $y_\infty$ of
\begin{equation}
C_T=\sum_{m/n=r}nK_{nm}y_\infty^n.
\end{equation}
Thus $C_A\to y_\infty S^{-r}$. In this limit the winner is the cluster with the most interstitials per dopant, not the one with the most interstitials. The limit may lie far beyond any reachable $S$: with $(1,1)$, $(4,3)$ and $(3,1)$ clusters at $G=2.5$, $1.0$ and $0.15$ eV, the $(4,3)$ cluster holds over 96\% of the dopants from $S=10^6$ up to $10^{24}$. In the example $r=1$, and the exponent computed at $S=10^{10}$ is $-0.99994$. This is a check of the mathematics: at such a supersaturation an actual crystal need not satisfy the dilute model.

\section{Vacancies, conserved interstitials and other limits}

A cluster with missing atoms has $m<0$. If vacancies and interstitials recombine fast enough to be in mutual equilibrium, then $\mu_V=-\mu_I$, and Eq.~(\ref{law}) still applies. With only such clusters, Eq.~(\ref{slope}) is positive: excess interstitials fill the missing sites and release dopants. A $(3,-1)$ cluster with $G=-0.32$ eV and the other parameters as above has $s=0.14$ at $S=1$; with $G=0.15$ eV it has $s=0.054$.

So far $S$ has been imposed. If instead the total excess of atoms $Q$ is conserved, $S$ must be found together with $C_A$ from
\begin{equation}
Q=C_I^*S+\sum mC_{nm},
\end{equation}
provided the neutral interstitial is the only free defect that matters. The local mass-action law is unchanged, but $S$ is no longer an independent control.

The result fails when clusters form or dissolve more slowly than $S$ changes, since the anneal's history then matters. A cluster of charge $q$ carries the power $n+q$ of $p/n_i$ and also enters the neutrality condition. A dominant negative $(3,1)$ cluster, for example, supplies holes itself, keeps $p$ near $C_T/3$ and moves the exponent towards $-1/3$ rather than $-1/6$. Full ionization of the isolated acceptors is an assumption of the model, and it need not hold at $p\sim10^{19}\,\mathrm{cm^{-3}}$. Strongly degenerate holes need Fermi statistics, and high concentrations need interactions beyond dilute mixing. An active concentration measured after cooling can be compared with $C_A$ at the annealing temperature only if the cluster population was frozen in. The numerical output gives the remaining values for the two cluster sets.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T = 1100 K, kT = 0.09479 eV
N = 5.0e+22 cm^-3, theta = 4
n_i = 3.0e+17 cm^-3, C_T = 2.0e+19 cm^-3
G(3,1) = 0.15 eV, G(2,2) = 1.30 eV
Only (3,1): S, C_A [cm^-3], C_A/C_T, local exponent
  1e+00  1.8523e+19  0.9262  -0.0539
  1e+01  1.5303e+19  0.7652  -0.1080
  1e+02  1.1506e+19  0.5753  -0.1360
  1e+03  8.2698e+18  0.4135  -0.1493
  1e+04  5.8117e+18  0.2906  -0.1564
  1e+05  4.0325e+18  0.2016  -0.1608
  1e+06  2.7739e+18  0.1387  -0.1641
Factors for only (3,1) at S = 1000:
  p = 8.2806e+18 cm^-3, g = 0.99738
  (C_A/N)^3 = 4.5245e-12
  (p/n_i)^3 = 2.1029e+04
  exp(-G/kT) = 0.20547
  C_31 = 3.9101e+18 cm^-3, 3 C_31 = 1.1730e+19 cm^-3
  C_A + 3 C_31 = 2.0000e+19 cm^-3
Half activation, only (3,1): S = 273.02
Self-doped limit law at S = 1e6: C_A = 2.8602e+18 cm^-3
Both clusters: S, C_A, 3 C_31, 2 C_22 [cm^-3], exponent
  1e+00  1.8523e+19  1.477e+18  2.317e+14  -0.0539
  1e+01  1.5299e+19  4.690e+18  1.078e+16  -0.1084
  1e+02  1.1443e+19  8.219e+18  3.377e+17  -0.1433
  1e+03  7.4709e+18  6.382e+18  6.147e+18  -0.2658
  1e+04  3.0205e+18  2.856e+17  1.669e+19  -0.4753
  1e+05  9.4953e+17  3.481e+15  1.905e+19  -0.5346
  1e+06  2.2985e+17  3.681e+13  1.977e+19  -0.7334
Counted/mass-action cluster number (3,1): 1.00020
Counted/mass-action cluster number (2,2): 1.00016
Test case C_A, minimized: 1.82082e+18 cm^-3
Test case C_A, mass action: 1.82082e+18 cm^-3
Test case exponent, minimized: -0.2985
Test case exponent, formula: -0.2985
Exponent, (3,1), C_A far above n_i: -0.16664
Exponent, (3,1), p = n_i: -0.33332
Exponent, both clusters, S = 1e+10: -0.99994
Exponent, vacancy-type (3,-1), S = 1: 0.1390
\end{verbatim}
